# Choosing Smoothing Strength from Counting Noise in Nonnegative Sputter-Profile Deconvolution

## Definitions and conventions

A sputter measurement records dopant ions in channels $i=1,\dots,N$ of eroded depth, each of width $\Delta$. The counts $y_i$ are taken as independent Poisson numbers with means

$$\mu_i=(Ac)_i+b .$$

Here $c_j\ge 0$ is the mean dopant concentration in depth cell $j$, $b$ is a known background per channel, and $A$ contains the known sensitivity and depth blur. Depths are in nm and concentrations in units of $10^{18}\ \mathrm{cm^{-3}}$.

For a smoothing strength $\alpha>0$, the estimate $\hat c$ minimizes

$$J(c)=\tfrac12\sum_i w_i\,[(Ac)_i+b-y_i]^2+\tfrac{\alpha}{2}|Lc|^2,\qquad c\ge0,$$

where $(Lc)_j=(c_j-2c_{j+1}+c_{j+2})/\Delta^2$. The fitted counts are $m=A\hat c+b$. The weight $w_i$ is the reciprocal of the mean count in up to three channels on each side of $i$, with that mean replaced by 1 if it is smaller. Channel $i$ itself is left out, which matters below.

The quantity to be made small is the weighted prediction error

$$\mathcal L(\alpha)=\sum_i w_i(m_i-\mu_i)^2 .$$

It contains the unknown $\mu$, so it must be estimated from the counts.

## The blur matrix

Let $h(s)$ be the probability density that an atom appears at a depth $s$ greater than its true depth. The model used here joins a rising exponential of length $\lambda_u$ to a falling one of length $\lambda_d$,

$$e(t)=\frac{1}{\lambda_u+\lambda_d}\begin{cases}e^{t/\lambda_u},&t<0\\ e^{-t/\lambda_d},&t>0,\end{cases}$$

and convolves them with a Gaussian of standard deviation $\sigma$. For $t>0$, completing the square in the exponent gives

$$-\frac{t}{\lambda_d}-\frac{(s-t)^2}{2\sigma^2}=-\frac{(t-s+\sigma^2/\lambda_d)^2}{2\sigma^2}-\frac{s}{\lambda_d}+\frac{\sigma^2}{2\lambda_d^2}.$$

The remaining Gaussian integral over $t>0$ is half a complementary error function. The other side follows by reversing $t$ and $s$ and replacing $\lambda_d$ by $\lambda_u$. Hence

$$h(s)=\frac{1}{2(\lambda_u+\lambda_d)}\left[e^{s/\lambda_u+\sigma^2/2\lambda_u^2}\,\mathrm{erfc}\frac{s/\sigma+\sigma/\lambda_u}{\sqrt2}+e^{-s/\lambda_d+\sigma^2/2\lambda_d^2}\,\mathrm{erfc}\frac{\sigma/\lambda_d-s/\sigma}{\sqrt2}\right].$$

The mean of $e$ is $(\lambda_d^2-\lambda_u^2)/(\lambda_u+\lambda_d)=\lambda_d-\lambda_u$. Its second moment is $2(\lambda_u^3+\lambda_d^3)/(\lambda_u+\lambda_d)=2(\lambda_u^2-\lambda_u\lambda_d+\lambda_d^2)$. Subtracting the squared mean leaves $\lambda_u^2+\lambda_d^2$, and the Gaussian adds $\sigma^2$. The blur therefore shifts a profile by $\lambda_d-\lambda_u$ and adds $\lambda_u^2+\lambda_d^2+\sigma^2$ to its variance.

Let $k$ be the mean count per channel from a uniform unit concentration. Averaging $h$ over a data cell and integrating over a source cell gives

$$A_{ij}=\frac{k}{\Delta}\int_{\text{cell }i}\!dz\int_{\text{cell }j}\!d\zeta\;h(z-\zeta)=k\Delta\int_{-1}^{1}(1-|t|)\,h[(i-j+t)\Delta]\,dt .$$

The factor $1-|t|$ is the overlap of two unit cells displaced by $t$.

## A unique fit and how to reach it

With $W=\mathrm{diag}(w)$, put $H=A^TWA+\alpha L^TL$ and $g=A^TW(y-b)$. Up to a constant, $J=\frac12c^THc-g^Tc$.

The matrix $H$ is positive definite. If $v^THv=0$, then $Lv=0$, so $v_j=p+qj$, and also $Av=0$. Dividing row $i$ of $Av=0$ by its positive row sum gives $p+q\bar j_i=0$, where $\bar j_i$ is the centroid of that row. For a blur much narrower than the measured range these centroids differ between rows, so $q=0$ and then $p=0$.

A minimum exists and is unique. It is identified by

$$c\ge0,\qquad Hc-g\ge0,\qquad c^T(Hc-g)=0 .$$

These conditions are necessary: raising any $c_j$ must not lower $J$, and a positive $c_j$ can be moved both ways. They are sufficient because, for any $v\ge0$,

$$J(v)-J(c)=v^T(Hc-g)+\tfrac12(v-c)^TH(v-c)\ge0,$$

with equality only at $v=c$.

An active-set search finds this point. Let $P$ be the set of positive cells.

1. Solve $H_{PP}z_P=g_P$, with $z=0$ elsewhere. If $z_P>0$, accept $z$. Otherwise move from the current $c$ towards $z$ until a cell first reaches zero, remove it from $P$, and repeat.
2. At the accepted point, find the zero cell with the most negative component of $Hc-g$. If there is none, stop. Otherwise add it to $P$ and return to step 1.

Suppose cell $j$ is released with gradient $\gamma<0$. On the enlarged set the displacement $d$ to the new minimum obeys $Hd=-\gamma e_j$, so $d_j=-\gamma(H^{-1})_{jj}>0$, with $H$ restricted to that set. The cell moves inward, and the other cells in $P$ are already positive, so a step of nonzero length is possible and $J$ falls. Later steps towards minima on smaller sets cannot raise $J$. Each accepted point thus has a lower $J$ than the last, no set recurs, and in exact arithmetic the search ends.

## Why sharpness cannot select α

Write $R(\alpha)=\sum_iw_i(m_i-y_i)^2$ for the misfit and $S(\alpha)=|L\hat c|^2$ for the roughness. For $\alpha_1<\alpha_2$, each fit is optimal for its own objective:

$$R_1+\alpha_1S_1\le R_2+\alpha_1S_2,\qquad R_2+\alpha_2S_2\le R_1+\alpha_2S_1 .$$

Adding them gives $(\alpha_2-\alpha_1)(S_2-S_1)\le0$, so $S_2\le S_1$. The first inequality then gives $R_1\le R_2$. Reducing $\alpha$ never lowers the roughness and never worsens the misfit. Neither quantity has an interior optimum that could mark the right $\alpha$.

The two limits are clear. For any fixed nonnegative straight line with misfit $R_\ell$, optimality gives $\alpha S(\alpha)\le R_\ell$, so $S\to0$ as $\alpha\to\infty$ and only a straight profile survives. As $\alpha\to0$, $R(\alpha)\le R(c)+\alpha S(c)$ for every $c\ge0$, so the misfit tends to the smallest value that nonnegativity allows. That fit follows the noise as closely as it can.

## An error estimate from the counts

For a Poisson count $y$ of mean $\mu$, and any $f$ for which the sums converge,

$$\mu E[f(y)]=\sum_{y\ge0}(y+1)f(y)\frac{e^{-\mu}\mu^{y+1}}{(y+1)!}=\sum_{y'\ge1}y'f(y'-1)\frac{e^{-\mu}\mu^{y'}}{y'!}=E[y\,f(y-1)].$$

The middle step sets $y'=y+1$. Choosing $f(y)=y$ gives $E[y(y-1)]=\mu^2$.

Now expand one term of the prediction error, $w_i(m_i^2-2\mu_im_i+\mu_i^2)$, and average over $y_i$ with the other counts held fixed. The weight $w_i$ is then a constant, because it does not contain $y_i$. The fit $m_i$ may depend on $y_i$ in any way, including through the weights of other channels. Applying the identity to the last two terms shows that

$$U(\alpha)=\sum_iw_i\left[m_i(y)^2-2y_i\,m_i(y-e_i)+y_i(y_i-1)\right]$$

satisfies $E[U]=E[\mathcal L]$ at each fixed $\alpha$. Here $y-e_i$ is the data with one count removed from channel $i$; all weights are recomputed before refitting. Empty channels need no refit.

A constrained two-channel problem shows this equality directly. Take blur matrix rows $(1,0.5)$ and $(0.3,1)$, mean counts 3 and 4.5, background 0.2, penalty $0.05|c|^2$, and each weight equal to $1/(1+\text{the other count})$. Summing over both counts from 0 to 32 gives 1.28746070 for both $E[\mathcal L]$ and $E[U]$.

The smallest $U$ found in one data set is not itself an unbiased error estimate, because selecting a minimum favours downward fluctuations. Part of the fluctuation is harmless. Subtracting $\mathcal L$ and regrouping gives

$$U-\mathcal L=Z+2\sum_iw_i\left[\mu_i(m_i-\mu_i)-y_i\{m_i(y-e_i)-\mu_i\}\right],\quad Z=\sum_iw_i[(y_i-\mu_i)^2-y_i].$$

The term $Z$ does not depend on $\alpha$ and cannot affect the choice. With $\epsilon=y-\mu$, the Poisson moments $E\epsilon^2=E\epsilon^3=\mu$ and $E\epsilon^4=\mu+3\mu^2$ give $(y-\mu)^2-y$ the variance $(\mu+2\mu^2)+\mu-2\mu=2\mu^2$. For ideal weights $1/\mu_i$, $Z$ therefore has standard deviation $\sqrt{2N}$, or 12.6 for 80 channels. The second sum does depend on $\alpha$ and can mislead the choice.

### The derivative shortcut

If the weights and the set $P$ stay unchanged when a count is removed, the fit is affine in $y_i$. From $\hat c_P=H_{PP}^{-1}g_P$,

$$m_i(y-e_i)=m_i-D_{ii},\qquad D_{ii}=w_i\,A_{iP}H_{PP}^{-1}A_{iP}^T .$$

Substitution gives

$$U_D=\sum_iw_i\left[(m_i-y_i)^2-y_i+2y_iD_{ii}\right].$$

This reads as misfit, minus expected noise, plus a charge for the freedom used to follow the noise. It saves the refits, but one whole count can switch cells between zero and positive, and it also changes neighbouring weights. The full $U$ remains unbiased at fixed $\alpha$ when this happens, and is used here for that reason. It need not choose better: in the example below, on a grid of decades, the two estimates usually select the same $\alpha$ and give similar prediction errors.

### Comparison with the discrepancy rule

At the true means, $E\sum_iw_i(y_i-\mu_i)^2=E\sum_iw_iy_i$. The discrepancy rule chooses $\alpha$ so that $R(\alpha)=\sum_iw_iy_i$. It ignores the noise that the fit has absorbed. If the noise is large by chance, the misfit may stay above the target throughout the allowed range of $\alpha$.

## Algorithm

1. Build $A$ from a measured response and sensitivity, and form the weights from neighbouring channels.
2. Fit for a descending logarithmic sequence of $\alpha$, starting each search from the previous profile.
3. For each $\alpha$ and each occupied channel, remove one count, recompute the weights, and refit from the full-data profile.
4. Evaluate $U(\alpha)$ and take its minimum. If it lies at an end of the grid, the data have not determined $\alpha$ within that range.
5. Report the curve $U(\alpha)$ and the response error along with the profile.

Each $\alpha$ costs one fit plus one refit per occupied channel.

## Worked example: erbium in silicon

The model is a shallow erbium implant in silicon whose regrowth anneal was stopped partway. A thin layer at the regrowth front has dose $2\times10^{13}\ \mathrm{cm^{-2}}$, centre 14 nm and standard deviation 2 nm. The remaining $8\times10^{13}\ \mathrm{cm^{-2}}$ is centred at 38 nm with standard deviation 8 nm. There are 80 channels of 1 nm and a background of 0.5 counts per channel. The synthetic counts are drawn from the continuous profile, not from the cell model used for fitting.

The analysed square has side $10\ \mu\mathrm{m}$, so one channel removes $10^{-6}\times10^{-7}=10^{-13}\ \mathrm{cm^3}$. At $10^{18}\ \mathrm{cm^{-3}}$ this holds $10^5$ dopant atoms. A useful yield of $2\times10^{-4}$ gives $k=20$ counts. With $\lambda_u=0.8$, $\lambda_d=3.0$ and $\sigma=1.5$ nm, the blur has mean shift $3.0-0.8=2.2$ nm and standard deviation $\sqrt{0.64+9+2.25}=3.45$ nm.

For one data set, $U$ is smallest at $\alpha=0.063\ \mathrm{nm^4}/(10^{18}\ \mathrm{cm^{-3}})^2$. Concentrations at selected depths, in $10^{18}\ \mathrm{cm^{-3}}$, are:

| Depth (nm) | True | Raw | Chosen | $\alpha=10^{-5}$ | $\alpha=10$ |
|---:|---:|---:|---:|---:|---:|
| 10.5 | 8.9 | 7.1 | 9.6 | 11.7 | 12.7 |
| 13.5 | 38.7 | 19.5 | 35.9 | 26.6 | 22.7 |
| 16.5 | 19.5 | 20.9 | 21.3 | 0.0 | 20.0 |
| 22.5 | 6.1 | 8.5 | 6.0 | 0.0 | 5.9 |
| 37.5 | 39.8 | 35.9 | 40.3 | 28.7 | 39.8 |

The raw column is $(y-b)/k$. The chosen fit raises the thin-layer peak from 24.0 to 36.3, against a true cell value of 38.8. It does not recover everything: the lowest value between the layers is 1.7, while the true one is 3.7 and the raw one 8.3. The roughest fit has false gaps at 16.5 and 22.5 nm.

At the chosen $\alpha$ the misfit is 47.7 and the noise target 70.6. Because the misfit cannot fall as $\alpha$ grows, the discrepancy rule would not choose a smaller $\alpha$ here. The shortcut gives $U_D=13.5$, so its charge for absorbed noise is $13.5+70.6-47.7=36.4$. The full $U$ is 10.7, and 10.6 if the weights are frozen. Most of the shortcut's error therefore comes from cells switching on or off. The true prediction error is 20.7, so $U$ is too low by 10.0. In this data set $Z$ accounts for only about 1.4 of that. The rest comes from the second sum, which depends on $\alpha$, so the value of $U$ at its minimum should not be read as the error of the fit.

## Error over repeated data

Sixty data sets drawn from the same means give these averages. The root-mean-square profile error is in $10^{18}\ \mathrm{cm^{-3}}$.

| $\alpha$ | Mean $\mathcal L$ | Mean $U$ | Profile error |
|---:|---:|---:|---:|
| $10$ | 183.1 | 179.0 | 3.3 |
| $1$ | 40.7 | 36.9 | 2.0 |
| $10^{-1}$ | 18.2 | 15.2 | 1.3 |
| $10^{-2}$ | 18.8 | 16.0 | 1.7 |
| $10^{-3}$ | 21.4 | 18.9 | 3.4 |
| $10^{-5}$ | 25.2 | 23.0 | 13.4 |

After $Z$ is removed, the mean difference between $U$ and $\mathcal L$ is at most 2.25 standard errors over the eight strengths from $10^2$ to $10^{-5}$. The test allowed four. Both averages are smallest at $\alpha=0.1$.

The rise at large $\alpha$ is steep, but the rise at small $\alpha$ is shallow. Between $10^{-1}$ and $10^{-5}$ the prediction error grows from 18.2 to 25.2, while the profile error grows tenfold. A uniform model without active constraints explains this contrast qualitatively. At wave number $q$, with kernel $e^{+iqt}$, the Fourier transform of the two exponentials is $1/[(1+iq\lambda_u)(1-iq\lambda_d)]$, so the blur has squared gain

$$|\tilde h(q)|^2=\frac{e^{-\sigma^2q^2}}{(1+\lambda_u^2q^2)(1+\lambda_d^2q^2)} .$$

A profile ripple of squared amplitude $|\delta c|^2$ changes the fitted counts by a ripple of squared amplitude $k^2|\tilde h|^2|\delta c|^2$. Fine ripples can therefore be large in the profile and nearly invisible in $\mathcal L$. Minimizing prediction error gives only weak protection against them. The constraint $c\ge0$ flattens both rises further. Without it, and with weights formed from the true means, the expected prediction error grows from 20.9 to 36.5 and the profile error from 1.4 to 23 over the same range.

This weakness shows when $\alpha$ is chosen separately for each set. The mean prediction error is 19.8, close to the 18.2 of the best fixed $\alpha$, but the mean profile error is 2.5 instead of 1.3. Three sets chose the smallest $\alpha$ on the grid. The thin-layer peak averages 39.3 with a standard deviation of 11.6, a scatter of about 30 per cent in this sample. Most of it comes from the varying choice of $\alpha$. The median peak is 35.4, and without the three sets at the smallest $\alpha$ the mean is 36.9 with a standard deviation of 4.0. At fixed $\alpha$ the peak scatters far less but lies below the true 38.8: it averages 35.2 with standard deviation 1.2 at $\alpha=10^{-1}$, and 38.1 with standard deviation 2.3 at $10^{-2}$.

The dose shallower than 22 nm is far steadier: its mean is $2.18\times10^{13}\ \mathrm{cm^{-2}}$, equal to the true value at this precision, with a scatter of $0.04\times10^{13}$, or 1.8 per cent. The dose corresponds to $218\times20\approx4360$ counts, whose Poisson scatter alone is 1.5 per cent. Where peak height matters, repeated craters help: at fixed $\alpha$ the average of $U$ over independent repeats stays unbiased, and its variance falls inversely with their number.

On the same grid of decades, the discrepancy rule was taken as the largest $\alpha$ whose misfit did not exceed the target. Its mean prediction error was 23.2, against 19.8 for $U$, a paired difference of $3.4\pm1.5$. It nevertheless had the lower prediction error in 19 sets, against 12 for $U$, with the rest tied. Because it never chose $\alpha$ below $10^{-2}$, its mean profile error was lower, 1.5 against 2.5, and its thin-layer peak averaged 34.5 with a standard deviation of 2.6. The advantage of $U$ here lies in mean prediction error, not in the recovered profile. In 300 further sets it had no solution with $\alpha\ge10^{-5}$ in two cases.

## What the model leaves out

The implant depths, nanometre-scale response and dose are round values chosen for illustration. Useful yield varies widely with instrument and duty cycle, so the count level should be replaced by the user's own. The method also assumes that response and sensitivity are known. The example further takes them as independent of depth; if they are not, their known variation must be built into $A$. Both points must be checked for each measurement.

A 10 per cent sensitivity error moves the highest recovered concentration by about 4 (down 3.7 if $k$ is taken too large, up 4.6 if too small, at fixed $\alpha$), in units of $10^{18}\ \mathrm{cm^{-3}}$. With $\alpha$ and the weights held fixed, a decay length 10 per cent too long changes the profile by up to 1.7 and raises the thin-layer peak from 36.3 to 37.4. A 2 per cent depth-scale error moves the two centres by 0.3 and 0.8 nm. Noise-based smoothing corrects none of these errors.

Other effects are smaller here. A random beam fluctuation of 1 per cent, independent from channel to channel, adds at most about 7 per cent to the Poisson variance. A 50 ns dead time would lose less than $10^{-4}$ of the counts if they arrived evenly over 0.5 s per channel. When the analysed square lies inside a larger raster, they arrive only while the beam crosses it, and the loss grows roughly as the ratio of the two areas. For a raster of side $100\ \mu\mathrm{m}$ it reaches about 0.7 per cent at the highest count rate and should be corrected. Erbium reaches $8\times10^{-4}$ per silicon atom, which supports a dilute response but does not prove it. The finite cells bias the mean counts by up to about 0.23 of the counting noise. Discarding the first 4 nm changes the profile deeper than 8 nm by only about 0.003; this sizes the loss of those channels, not a changed sputter rate near the surface. The numerical output gives the remaining values.

## Calculated quantities

```
Channels 80, step 1.0 nm, background 0.5 counts
Response growth 0.8, decay 3.0, Gaussian 1.5 nm
Response mean shift 2.200 nm, std 3.448 nm
Useful yield 2.0e-04, gate side 10 um
Sensitivity 20.00 counts per channel per 1e18 cm^-3
Layer: dose 2.0e+13 cm^-2, centre 14.0 nm, std 2.0 nm
Layer: dose 8.0e+13 cm^-2, centre 38.0 nm, std 8.0 nm
Largest mean count 738.0, largest datum 765
Two-channel exact risk: true 1.28746070, est 1.28746070
Chosen alpha 6.310e-02 nm^4/(1e18 cm^-3)^2
At chosen alpha: misfit 47.67, noise sum w*y 70.57, trace D 18.20
  U 10.70; with frozen weights 10.63; derivative shortcut 13.52
  true prediction error 20.67
Profiles in 1e18 cm^-3 (rough: alpha 1e-5, smooth: alpha 10)
 depth/nm  true    raw   chosen  rough  smooth
    5.5    0.02    0.12    0.00    0.00    0.00
   10.5    8.92    7.08    9.62   11.66   12.68
   13.5   38.66   19.52   35.86   26.62   22.74
   16.5   19.45   20.88   21.34    0.00   19.97
   22.5    6.12    8.47    6.04    0.00    5.87
   30.5   25.71   20.23   24.89   11.36   25.81
   37.5   39.79   35.88   40.32   28.74   39.78
   45.5   25.71   30.88   23.78   29.48   25.96
   60.5    0.77    3.08    2.23    5.24    1.24
Thin-layer peak, 1e18 cm^-3: true 38.83, raw 23.98, chosen 36.30
Thin-layer peak depth, nm: true 14.0, raw 15.5, chosen 14.5
Valley minimum 16-34 nm, 1e18 cm^-3: true 3.73, raw 8.32, chosen 1.68
Total dose: true 1.0000e+14, chosen 1.0026e+14 cm^-2
Repeated data: 60 sets; risks dimensionless, peak and rms error in 1e18 cm^-3
  alpha    true risk  mean U  shortcut  trace D  peak  rms error
 1.0e+02     766.06    765.24    765.21   7.35   36.11   5.16
 1.0e+01     183.07    179.03    179.50  10.01   39.30   3.34
 1.0e+00      40.68     36.92     37.52  13.22   40.04   2.01
 1.0e-01      18.17     15.15     15.86  16.91   40.60   1.32
 1.0e-02      18.81     16.01     16.71  20.41   42.14   1.74
 1.0e-03      21.42     18.90     19.54  23.50   45.93   3.41
 1.0e-04      23.76     21.41     22.05  26.02   55.53   6.97
 1.0e-05      25.23     22.98     23.60  27.57   77.21  13.44
Largest |mean(U - true risk)| in standard errors, common noise removed: 2.25
Best fixed alpha 1.00e-01, risk 18.17; risk with U choice 19.76
rms error with U choice 2.48 1e18 cm^-3; picks at smallest alpha 3
Thin peak with U choice: mean 39.34, std 11.64 1e18 cm^-3
Dose above 22 nm: true 2.182e+13, mean 2.182e+13, std 3.9e+11 cm^-2
Discrepancy rule: no solution with alpha >= 1e-05 in 2 of 300 further sets
  in 60 solvable sets of the 60: its risk 23.16, U choice 19.76
Decay length 10% too long: thin peak 37.44, largest change 1.73 1e18 cm^-3
First 4 nm discarded: largest change deeper than 8 nm 0.003 1e18 cm^-3
Sensitivity error 10%: 4.06 1e18 cm^-3 at peak
Depth-scale error 2%: 0.28 and 0.76 nm at the two centres
Beam drift 1%: extra variance / Poisson 0.074
Dead time 50 ns, 0.5 s per channel: loss 7.4e-05
Peak Er per Si atom 8.0e-04
Finite-cell bias / counting noise, largest 0.234
```
